Modal Green-Kubo conductivity: why the cross terms must be kept

**One pair of waves on a ring**

Take N atoms of mass m on a ring with spacing a. Atom i has displacement u_i along the ring and velocity v_i. Neighbours are joined by springs of constant g, and each atom sits in a cage potential W(u_i). Give each atom half the energy of its two springs:

E_i = m v_i²/2 + W(u_i) + (g/4)[(u_{i+1} − u_i)² + (u_i − u_{i−1})²].

The equation of motion is m dv_i/dt + W′(u_i) = g(u_{i+1} − u_i) − g(u_i − u_{i−1}). Differentiating E_i and inserting it gives

dE_i/dt = (g/2)(u_{i+1} − u_i)(v_{i+1} + v_i) − (g/2)(u_i − u_{i−1})(v_i + v_{i−1}).

This is inflow minus outflow, with the energy current from i to i+1 equal to −(g/2)(u_{i+1} − u_i)(v_i + v_{i+1}). Each transfer covers a distance a. Let j be the volume times the heat flux. Summing the transfers and collecting the terms that multiply each v_i gives

j = −(ag/2) Σ_i v_i (u_{i+1} − u_{i−1}).   (1)

Now excite the cosine and sine waves of one wave number q, in radians per site, with q = 2πp/N for an integer p and 0 < q < π:

u_i = √(2/N) [U_c cos(qi) + U_s sin(qi)],
v_i = √(2/N) [V_c cos(qi) + V_s sin(qi)].

Then u_{i+1} − u_{i−1} = 2 sin q √(2/N) [U_s cos(qi) − U_c sin(qi)]. The sums of cos² and sin² over the ring are N/2 and the mixed sum is zero, so (1) becomes j = j_c + j_s with

j_c = −D U_s V_c,  j_s = D U_c V_s,  D = a g sin q.   (2)

The flux belonging to the cosine velocity needs the sine displacement, and conversely.

Let the cage be harmonic, W = bu²/2, so that mω² = b + 2g(1 − cos q). In canonical equilibrium at temperature T the two oscillators are independent, and each has

⟨U(t)U(0)⟩ = (k_BT/mω²) cos ωt,  ⟨V(t)V(0)⟩ = (k_BT/m) cos ωt,
⟨V(t)U(0)⟩ = −(k_BT/mω) sin ωt,  ⟨U(t)V(0)⟩ = (k_BT/mω) sin ωt.

The averages of (2) therefore factor:

⟨j_c(t)j_c(0)⟩ = D²⟨V_c(t)V_c(0)⟩⟨U_s(t)U_s(0)⟩ = (D k_BT/mω)² cos² ωt,
⟨j_c(t)j_s(0)⟩ = −D²⟨V_c(t)U_c(0)⟩⟨U_s(t)V_s(0)⟩ = (D k_BT/mω)² sin² ωt.

The other two elements follow by exchanging c and s. Differentiating the dispersion relation shows that D/(mω) = a dω/dq, the group velocity w. The four elements add to 2(w k_BT)², constant in time, as they must for two opposite travelling waves that nothing scatters.

The naive modal scheme gives each mode its own autocorrelation and adds the results. Here it yields 2(w k_BT)² cos² ωt: a spurious oscillation whose time average is half the right value. The missing half is the correlation between the partners. A sound scheme must retain it, and it must also work when the forces are anharmonic and the conductivity is finite.

**A flux that can be split without approximation**

For a general classical solid let E_i = m_i v_i²/2 + U_i(r), where ΣU_i is the potential energy and U_i may depend on many atoms. The force on atom i is −Σ_j ∂U_j/∂r_i, hence

dE_i/dt = Σ_j [(∂U_i/∂r_j)·v_j − (∂U_j/∂r_i)·v_i].

For a finite body, VJ = d/dt Σ_i r_i E_i, with V the volume. Exchanging the labels i and j in the first term of the double sum gives

VJ = Σ_i E_i v_i + Σ_ij (r_j − r_i)[(∂U_j/∂r_i)·v_i].   (3)

Only separations remain, so the formula carries over to a periodic cell with nearest-image separations, provided the interactions are short-ranged compared with the cell.

Equation (3) is linear in the velocities written outside E_i. Let e_in be the part on atom i of mode n in a complete orthonormal set of mass-weighted modes, and X_n its coordinate. Then

v_i = m_i^(−1/2) Σ_n e_in dX_n/dt.   (4)

Insert (4) into the outer velocities and leave the kinetic energy inside E_i whole. The flux becomes J = Σ_n J_n, one term per mode. No small-amplitude expansion has been made: the positions and forces in J_n are the full anharmonic ones. The sum rests on completeness alone; normal modes are chosen because they have a physical meaning. Omitting a mode spoils the identity unless its J_n vanishes.

Take one Cartesian component along a principal transport direction. The Green-Kubo formula contains ⟨J(t)J(0)⟩, so both factors must be expanded:

K_nn′ = V/(k_BT²) ∫₀^∞ ⟨J_n(t)J_n′(0)⟩ dt,  κ = Σ_nn′ K_nn′.   (5)

This requires correlations that decay fast enough for the integrals to exist. The harmonic ring fails that condition.

**What an element means**

J_n changes sign when all velocities are reversed. Time-reversible equilibrium dynamics therefore gives ⟨J_n(t)J_n′(0)⟩ = ⟨J_n(−t)J_n′(0)⟩, and shifting the time origin turns the right side into ⟨J_n′(t)J_n(0)⟩. Hence K is symmetric.

For real weights c_n, let Q be the integral of Σc_nJ_n from 0 to τ. Stationarity gives

⟨Q²⟩/(2τ) = ∫₀^τ (1 − t/τ) Σ_nn′ c_n c_n′ ⟨J_n(t)J_n′(0)⟩ dt.

The left side cannot be negative, and for large τ the right side tends to (k_BT²/V) Σc_nK_nn′c_n′. So K is positive semidefinite and its diagonal is non-negative. Off-diagonal elements may have either sign.

The total does not depend on whether the energies are placed at the lattice sites or on the moving atoms. Formula (1) places energies at lattice sites; placing them on the moving atoms adds dM/dt to j, with M = Σu_iE_i. Over a time τ the transported quantity then changes by ΔM, whose variance stays finite if atoms do not diffuse. In ⟨Q²⟩/(2τ) the term in ΔM² falls as 1/τ and the cross term at least as fast as 1/√τ, by the Cauchy-Schwarz inequality. The total κ is unchanged. This argument does not protect separate elements, so a modal table should state its flux convention.

For a degenerate set, the sum of J_n over the set depends on Σ_n e_in e_jn, the projector onto the set, which no rotation of the basis alters. The block sum is therefore the quantity to report.

**The missing half survives anharmonicity**

Return to the ring, now with any smooth confining cage but still with harmonic springs, so that (1) and (2) hold. From (2),

j_c − j_s = −D(U_sV_c + U_cV_s) = −D d(U_cU_s)/dt.

Correlate this with any modal flux j_n and integrate:

∫₀^τ ⟨[j_c(t) − j_s(t)] j_n(0)⟩ dt = −D[⟨U_c(τ)U_s(τ)j_n(0)⟩ − ⟨U_cU_sj_n⟩].

The last average vanishes because it is odd in the velocities. The one before it tends to ⟨U_cU_s⟩⟨j_n⟩ = 0 once correlations have decayed. Hence K_cn = K_sn for every n. Together with symmetry this gives

K_cc = K_cs = K_sc = K_ss.

Half of each pair's own contribution lies off the diagonal, whatever the strength of the on-site anharmonicity, provided it makes the correlations decay. Anharmonic springs would change (1), and this proof would no longer apply.

Summing the 2×2 blocks gives a matrix B_pp′ between wave-number pairs. Its diagonal repairs the fault found at the start. Its off-diagonal elements describe correlations between different wave numbers, which are absent in the harmonic ring and have to be computed.

**Row sums as responses**

To assign one number to each mode, use the row sum κ_n = Σ_n′K_nn′. It has a direct meaning. Write (1) as j = ΣS_iv_i, with S_i = −(ag/2)(u_{i+1} − u_{i−1}), and from time zero apply an extra force F S_i to atom i. Here F is an inverse length. The energy H then obeys

dH/dt = F Σ_i S_iv_i = F j.

Since S_i contains no velocities, the driven flow preserves phase-space volume, and the probability density is constant along a trajectory. At time t it equals the initial canonical density evaluated at the starting point, where the energy was H(t) − F∫₀^t j ds. Expanding exp(−H/k_BT) to first order in F multiplies the equilibrium density by 1 + (F/k_BT)∫₀^t j ds, with j taken along the past trajectory. Therefore

⟨j_n(t)⟩ = (F/k_BT) ∫₀^t ⟨j_n(s)j(0)⟩ ds → V T F κ_n.   (6)

A row sum is the response of one modal flux to a drive acting on all modes. It may be negative in principle, since it includes cross terms.

**The procedure**

1. Draw initial states from the canonical distribution and run them at constant energy.
2. At regular times store j_n, the part of VJ carried by mode n.
3. For each time origin t₀ form I_n, the integral of j_n from t₀ to t₀ + τ.
4. Average I_n j_n′(t₀) over origins and replicas and divide by V k_BT². This is K_nn′ truncated at τ.
5. Sum degenerate blocks, take row sums, and find errors from independent groups of replicas.

The window τ must exceed the decay time of the correlations, but a longer window adds noise. The running integral of the total flux guides the choice for κ; separate elements can converge more slowly and need their own check.

**A ring of heavy atoms**

The example is a 16-atom ring at 300 K with mass 137.3 u, in the rough regime of a close-packed row in barium. A rough bcc cell edge of 0.50 nm gives

a = (√3/2)(0.50 nm) = 0.433 nm,
area per row = (0.50 nm)³/(2 × 0.433 nm) = 0.144 nm².

The volume V is N times a times this area. The cage is W = bu²/2 + λu⁴/4, with chosen round values g = 50 eV/nm², b = 20 eV/nm² and λ = 2.0×10⁵ eV/nm⁴. With k_BT = 0.02585 eV, the natural displacement is √(k_BT/g) = 0.0227 nm and the natural time is t₁ = √(m/g) = 0.169 ps. In these units each j carries a factor a k_BT/t₁, so (5) has the conductivity unit

k_B a/(t₁ × area) = 0.2455 W/(m K).

Initial states came from Langevin dynamics. Then 1920 replicas were integrated by the velocity Verlet method for 50.6 ps each, with steps of 13.5 fs and fluxes stored every 27 fs. Errors below are standard errors; those of the 16-atom matrix come from 32 groups.

The running integral of the total flux is 0.242, 0.289, 0.302 and 0.308 W/(m K) at 2.5, 5.1, 7.6 and 10.1 ps. The last value has an error of 0.007 W/(m K). The final rise is about 2 % of κ, and the integral has not levelled off: with more replicas and longer runs it gains a further 0.008 ± 0.004 W/(m K) by 20 ps and 0.015 ± 0.006 W/(m K) by 30 ps. A 32-atom ring with the same window, run with 960 replicas, gives 0.300 ± 0.010 W/(m K); that difference alone is not resolved, but a 64-atom ring gives 0.286 ± 0.004 W/(m K) at 10 ps and 0.283 ± 0.006 W/(m K) at 20 ps, 6 to 10 % below the 16-atom ring at the same windows. The numbers below describe the 16-atom ring and are not converged in size.

At 10.1 ps the matrix divides as follows:

diagonal: 0.153 ± 0.003 W/(m K)
degenerate partners: 0.153 ± 0.003 W/(m K)
different pairs: 0.001 ± 0.005 W/(m K)

These add to κ = 0.308 W/(m K) before rounding. The naive scheme would report 49.8 % of it. For the longest wave pair the four elements are 5.500, 5.500, 5.501 and 5.498 mW/(m K), the equality derived above.

The small total between different pairs does not mean that these pairs are uncorrelated. With q = 2πp/16, the element between p = 1 and p = 2 is +12.1 ± 0.5 mW/(m K), while that between p = 2 and p = 5 is −10.7 ± 0.8 mW/(m K). Neither element is converged in the window: at 20 ps they are about +17 and −15 mW/(m K). At 10.1 ps the positive and negative elements cancel in the total within its error, but their sum is about +16 mW/(m K) at 5 ps and −15 ± 5 mW/(m K) at 20 ps. Even at 10.1 ps they do not cancel in each row. The table, in mW/(m K), lists the pair's own block B_pp, its row sum, and the row sum found from (6):

p = 1: 22.0, 23.6 ± 1.5, 21.8 ± 1.1
p = 2: 63.4, 63.0 ± 3.1, 62.2 ± 1.8
p = 3: 73.2, 81.3 ± 3.2, 81.4 ± 2.2
p = 4: 66.9, 68.1 ± 2.9, 70.8 ± 1.8
p = 5: 49.3, 42.4 ± 2.0, 44.4 ± 1.9
p = 6: 25.9, 22.0 ± 1.5, 21.2 ± 1.2
p = 7: 5.7, 7.1 ± 0.9, 6.1 ± 0.6

All columns belong to windows of at most 10.1 ps, and the blocks of long waves converge more slowly than the total: doubling the window raises the own block of p = 1 by 3.8 ± 1.4 mW/(m K). The waves q = 0 and q = π carry no flux because sin q = 0. For the last column, trajectories started from snapshots of the equilibrium runs were driven with F = ±0.069 nm⁻¹. Half the difference between the two signs was averaged from 6.1 to 10.1 ps. The driven total is 0.308 ± 0.004 W/(m K). The drive had heated the atoms to about 317 K by the end, a second-order effect that limits how large F may be.

In the 10.1 ps window the own block of p = 3 is some 7 to 10 % below the row sum; for p = 5 it is about 16 % above, and about 30 % above in a 20 ps window. Thus even block sums that restore the total can misplace heat among wave numbers. The near-cancellation in the total belongs to this window, near which the sum over different pairs changes sign; it is not a rule.

**Distance from barium**

The value 0.31 W/(m K) is not a prediction for the metal. Electrons are the largest omission: the Wiedemann-Franz law with a rough resistivity of 35 μΩ cm gives 21 W/(m K), nearly seventy times the model's value. The cage is also artificial. The computed rms displacement is 0.0124 nm, so in mean field its quartic part adds 3λ⟨u²⟩ ≈ 92 eV/nm² to b = 20 eV/nm². This strong anharmonicity was chosen to shorten the decay time. It puts the mean-field band at 1.4 to 2.35 THz, whereas the acoustic modes of a real crystal extend to zero frequency. The mean-field lower edge is somewhat high and the true edge is broad: the velocity spectrum of the q = 0 wave peaks near 1.3 THz, and about 16 % of the model's velocity spectrum lies below 1.4 THz. In a Debye spectrum with a rough Debye temperature of 110 K, 23 % of the modes lie below 1.4 THz, the mean-field estimate of the lower edge of the model's band. If velocity is constant and lifetime varies as 1/frequency², they carry 61 % of the lattice heat; adding them with the rest held fixed would multiply the lattice part by about 2.6, or by about 2.3 if the edge is put at 1.3 THz. This is a rough scale, not a correction to the model. Classical statistics matter much less here: for a harmonic mode at the top of the band the quantum heat capacity is 1.2 % below the classical one.
